# Effective density of states of three split valence bands: test program

```python
# RESULT UNDER TEST
# Three parabolic valence bands with tops at depths D_i below the highest top
# have the joint effective density of states
#   N_v(T) = 2 (kT / 2 pi hbar^2)^(3/2) * sum_i m_i^(3/2) exp(-D_i/kT),
# and d ln N_v / d ln T = 3/2 + <D>/kT, which exceeds 3/2 if any D_i > 0.
# m_i = (mt_i^2 mz_i)^(1/3): density-of-states mass, in free-electron masses
# mt, mz: masses across and along the crystal axis; k: Boltzmann constant
# <D>: mean depth with weights m_i^(3/2) exp(-D_i/kT)
# Units inside the program: eV, nm, K; densities are given in cm^-3.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

KB = const.k / const.e                                  # eV/K
HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
CM3 = 1e21                                              # nm^-3 to cm^-3

mt = np.array([0.6, 0.6, 1.5])
mz = np.array([1.7, 1.7, 0.2])
depth = np.array([0.0, 0.009, 0.070])
mass = (mt**2 * mz)**(1 / 3)


def band_prefactors(T, m=mass):
    return 2 * (m * KB * T / (4 * np.pi * HB))**1.5 * CM3


def nv_formula(T, m=mass, d=depth):
    return np.sum(band_prefactors(T, m) * np.exp(-d / (KB * T)))


def depth_moments(T, m=mass, d=depth):
    x = d / (KB * T)
    w = m**1.5 * np.exp(-x)
    w = w / w.sum()
    mean = np.sum(w * x)
    return mean, np.sum(w * x**2) - mean**2


def holes_by_quadrature(T, m=mass, d=depth, eta=None):
    """Integrate density of states times occupation; eta=(E_v-E_F)/kT.
    With eta=None the occupation is exp(-E/kT), which yields N_v."""
    total = 0.0
    for mi, di in zip(m, d):
        x = di / (KB * T)
        if eta is None:
            def f(u): return 2 * u * u * np.exp(-u * u - x)
        else:
            def f(u): return 2 * u * u / (np.exp(u * u + x - eta) + 1)
        integral = quad(f, 0, 12, epsabs=0, epsrel=1e-9, limit=200)[0]
        total += (mi * KB * T / HB)**1.5 / (2 * np.pi**2) * integral
    return total * CM3


# Explicit quantum states of a periodic cube
L = 30.0
n = np.arange(-45, 46)
k1 = 2 * np.pi * n / L
kx2 = k1[:, None, None]**2
ky2 = k1[None, :, None]**2
kz2 = k1[None, None, :]**2
box_energies = [HB * ((kx2 + ky2) / a + kz2 / b) + d
                for a, b, d in zip(mt, mz, depth)]


def box_sum(T):
    total, energy = 0.0, 0.0
    for E in box_energies:
        w = np.exp(-E / (KB * T))
        total += w.sum()
        energy += (w * E).sum()
    return 2 * total / L**3 * CM3, energy / total


# Number of states inside an energy ellipsoid, counted one by one
Lc, Ec = 100.0, 0.1
q = 2 * np.pi * np.arange(-50, 51) / Lc
Eq = HB * ((q[:, None, None]**2 + q[None, :, None]**2) / mt[0]
           + q[None, None, :]**2 / mz[0])
counted = 2 * np.count_nonzero(Eq < Ec)
expected = Lc**3 / (3 * np.pi**2) * (mass[0] * Ec / HB)**1.5
assert abs(counted / expected - 1) < 0.01   # finite-box surface error

# N_v, its logarithmic slope and the mean hole energy from explicit states
box_results = {}
for T in (300.0, 600.0):
    N, mean_E = box_sum(T)
    h = 1e-3
    slope = (np.log(box_sum(T * (1 + h))[0])
             - np.log(box_sum(T * (1 - h))[0])) / np.log((1 + h) / (1 - h))
    predicted = 1.5 + depth_moments(T)[0]
    assert abs(N / nv_formula(T) - 1) < 1e-6
    assert abs(slope - predicted) < 1e-5
    assert abs(mean_E / (KB * T) - predicted) < 1e-6
    box_results[T] = (N, slope)

# Faster growth for arbitrary masses and splittings; equality without splitting
rng = np.random.default_rng(4)
for _ in range(20):
    m = rng.uniform(0.1, 2.0, 3)
    d = np.array([0.0, *rng.uniform(0.002, 0.15, 2)])
    T1 = rng.uniform(100, 500)
    T2 = T1 * rng.uniform(1.1, 2.0)
    power = (T2 / T1)**1.5
    split_ratio = holes_by_quadrature(T2, m, d) / holes_by_quadrature(T1, m, d)
    zero = np.zeros(3)
    flat_ratio = (holes_by_quadrature(T2, m, zero)
                  / holes_by_quadrature(T1, m, zero))
    assert split_ratio > power * (1 + 1e-7)
    assert abs(flat_ratio / power - 1) < 1e-7

# Low and high temperature limits (the high one is formal)
low = holes_by_quadrature(2.0) / band_prefactors(2.0)[0]
high = holes_by_quadrature(1e6) / band_prefactors(1e6).sum()
assert abs(low - 1) < 1e-6
assert abs(high - 1) < 1e-3

# Local maxima of the excess exponent: variance must equal mean there
grid = np.arange(10.0, 3001.0)
excess = np.array([depth_moments(T)[0] for T in grid])
peaks = [i for i in range(1, len(grid) - 1)
         if excess[i] > excess[i - 1] and excess[i] > excess[i + 1]]
assert len(peaks) >= 1
for i in peaks:
    mean, var = depth_moments(grid[i])
    assert abs(var - mean) < 5e-3   # limited by the 1 K grid


# Coupling of the upper two bands, with unchanged edge masses and splittings
def nv_coupled(T, kappa):
    s, c = depth[1] / (KB * T), kappa * mt[0]

    def f(x):
        r = np.sqrt(s * s / 4 + c * c * x * x)
        return np.exp(-x - s / 2 + r) + np.exp(-x - s / 2 - r)
    pair = quad(f, 0, 150, epsabs=0, epsrel=1e-9, limit=300)[0]
    B = band_prefactors(T)
    return B[0] * pair + B[2] * np.exp(-depth[2] / (KB * T))


def nv_coupled_states(T, kappa):
    kt2 = k1[:, None]**2 + k1[None, :]**2
    H = np.zeros(kt2.shape + (2, 2))
    H[..., 0, 0] = HB * kt2 / mt[0]
    H[..., 1, 1] = HB * kt2 / mt[1] + depth[1]
    H[..., 0, 1] = H[..., 1, 0] = kappa * HB * kt2
    in_plane = np.exp(-np.linalg.eigvalsh(H) / (KB * T)).sum()
    along = np.exp(-HB * k1**2 / (mz[0] * KB * T)).sum()
    third = np.exp(-box_energies[2] / (KB * T)).sum()
    return 2 * (in_plane * along + third) / L**3 * CM3


coupling_rows = []
for kappa in (0.5, 1.0):
    for T in (300.0, 600.0):
        N = nv_coupled(T, kappa)
        assert abs(nv_coupled_states(T, kappa) / N - 1) < 1e-5
        assert nv_coupled_states(T, kappa) > box_results[T][0]
        h = 1e-3
        slope = np.log(nv_coupled(T * (1 + h), kappa)
                       / nv_coupled(T * (1 - h), kappa)) \
            / np.log((1 + h) / (1 - h))
        assert slope > 1.5
        coupling_rows.append((kappa, T, N, N / nv_formula(T), slope))

# Fermi statistics at given densities of mobile holes
fermi_rows = []
T = 300.0
N300 = nv_formula(T)
S2 = np.sum(band_prefactors(T) * np.exp(-2 * depth / (KB * T)))
for p in (1e18, 1e19):
    eta = brentq(lambda y: holes_by_quadrature(T, eta=y) / p - 1, -15, 5)
    eta_boltz = np.log(p / N300)
    correction = 2**-1.5 * p * S2 / N300**2
    if p < 2e18:
        assert abs((eta - eta_boltz) / correction - 1) < 0.05
    fermi_rows.append((p, -KB * T * eta_boltz * 1e3, -KB * T * eta * 1e3,
                       KB * T * correction * 1e3))

print("Model inputs (rough 4H-SiC regime)")
for i in range(3):
    print(f"band {i+1}: mt={mt[i]:.1f} mz={mz[i]:.1f} m={mass[i]:.4f} m0,"
          f" depth={depth[i]*1e3:.0f} meV")
print(f"states below {Ec:.1f} eV, {Lc:.0f} nm cube: counted {counted},"
      f" formula {expected:.0f}")
print("T (K), kT (meV), N_v (cm^-3), m_v (m0), exponent")
for T in (100., 200., 300., 400., 500., 600.):
    mv = np.sum(mass**1.5 * np.exp(-depth / (KB * T)))**(2 / 3)
    print(f"{T:.0f}  {KB*T*1e3:.3f}  {nv_formula(T):.4e}  {mv:.4f}"
          f"  {1.5+depth_moments(T)[0]:.4f}")
print("Band terms of N_v at 300 and 600 K (cm^-3)")
for T in (300., 600.):
    terms = band_prefactors(T) * np.exp(-depth / (KB * T))
    print(f"{T:.0f} K: " + ", ".join(f"{v:.4e}" for v in terms))
for T in (300., 600.):
    print(f"{T:.0f} K box states: N_v={box_results[T][0]:.4e} cm^-3,"
          f" exponent={box_results[T][1]:.4f}")
    print(f"{T:.0f} K mean band depth: {depth_moments(T)[0]*KB*T*1e3:.3f} meV")
ratio = nv_formula(600.) / nv_formula(300.)
print(f"N_v(600 K)/N_v(300 K): {ratio:.4f}; T^(3/2) gives {2**1.5:.4f}")
print(f"T^(3/2) scaling falls short by {(1-2**1.5/ratio)*100:.2f} %")
print(f"average exponent, 300 to 600 K: {np.log(ratio)/np.log(2):.4f}")
print(f"low-T ratio to top band: {low:.6f}; high-T ratio to all: {high:.6f}")
for i in peaks:
    print(f"local maximum of exponent: {1.5+excess[i]:.4f} at {grid[i]:.0f} K")
print("Coupling kappa, T (K), N_v (cm^-3), ratio to uncoupled, exponent")
for row in coupling_rows:
    print("{:.1f}  {:.0f}  {:.4e}  {:.4f}  {:.4f}".format(*row))
print("300 K: p (cm^-3), E_F-E_v Boltzmann, Fermi, leading shift (meV)")
for row in fermi_rows:
    print("{:.0e}  {:.3f}  {:.3f}  {:.3f}".format(*row))
for index, change in ((1, 0.002), (2, 0.010)):
    shifted = depth.copy()
    shifted[index] += change
    effects = [(nv_formula(T, d=shifted) / nv_formula(T) - 1) * 100
               for T in (300., 600.)]
    print(f"depth {index+1} raised {change*1e3:.0f} meV: N_v changes"
          f" {effects[0]:.2f} % (300 K), {effects[1]:.2f} % (600 K)")
c_axis = 1.0
edge = np.pi / c_axis
print(f"zone edge for {c_axis:.1f} nm period: {edge:.3f} nm^-1,"
      f" top-band energy {HB*edge**2/mz[0]*1e3:.1f} meV")
for T in (300., 600.):
    def weight(kz): return np.exp(-HB * kz**2 / (mz[0] * KB * T))
    outside = quad(weight, edge, 20, epsabs=0)[0]
    inside = quad(weight, 0, edge, epsabs=0)[0]
    print(f"{T:.0f} K top-band share beyond zone edge:"
          f" {outside/(inside+outside)*100:.4f} %")
print("checks complete")
```

It prints:

```
Model inputs (rough 4H-SiC regime)
band 1: mt=0.6 mz=1.7 m=0.8490 m0, depth=0 meV
band 2: mt=0.6 mz=1.7 m=0.8490 m0, depth=9 meV
band 3: mt=1.5 mz=0.2 m=0.7663 m0, depth=70 meV
states below 0.1 eV, 100 nm cube: counted 112254, formula 112349
T (K), kT (meV), N_v (cm^-3), m_v (m0), exponent
100  8.617  5.1085e+18  1.0382  1.7733
200  17.235  1.7183e+19  1.1653  1.7300
300  25.852  3.4614e+19  1.2391  1.7272
400  34.469  5.6904e+19  1.2945  1.7282
500  43.087  8.3652e+19  1.3389  1.7242
600  51.704  1.1448e+20  1.3753  1.7164
Band terms of N_v at 300 and 600 K (cm^-3)
300 K: 1.9631e+19, 1.3860e+19, 1.1226e+18
600 K: 5.5526e+19, 4.6655e+19, 1.2296e+19
300 K box states: N_v=3.4614e+19 cm^-3, exponent=1.7272
300 K mean band depth: 5.874 meV
600 K box states: N_v=1.1448e+20 cm^-3, exponent=1.7164
600 K mean band depth: 11.186 meV
N_v(600 K)/N_v(300 K): 3.3073; T^(3/2) gives 2.8284
T^(3/2) scaling falls short by 14.48 %
average exponent, 300 to 600 K: 1.7256
low-T ratio to top band: 1.000000; high-T ratio to all: 0.999720
local maximum of exponent: 1.7788 at 82 K
local maximum of exponent: 1.7284 at 373 K
Coupling kappa, T (K), N_v (cm^-3), ratio to uncoupled, exponent
0.5  300  3.7892e+19  1.0947  1.7218
0.5  600  1.2456e+20  1.0881  1.7057
1.0  300  5.3248e+19  1.5384  1.7057
1.0  600  1.7180e+20  1.5007  1.6725
300 K: p (cm^-3), E_F-E_v Boltzmann, Fermi, leading shift (meV)
1e+18  91.626  91.401  0.225
1e+19  32.099  29.873  2.250
depth 2 raised 2 meV: N_v changes -2.98 % (300 K), -1.55 % (600 K)
depth 3 raised 10 meV: N_v changes -1.04 % (300 K), -1.89 % (600 K)
zone edge for 1.0 nm period: 3.142 nm^-1, top-band energy 221.2 meV
300 K top-band share beyond zone edge: 0.0035 %
600 K top-band share beyond zone edge: 0.3444 %
checks complete
```
